# Cellular DMFT on a superlattice and the causality of its hybridization matrix

## The decision at the bath step

In each cycle of a cellular DMFT (CDMFT) calculation the lattice equations deliver a hybridization matrix $\Delta(z)$, which must be handed to an impurity solver. A solver that works with a bath Hamiltonian needs real level energies and a positive spectral weight. Suppose that the computed spectral matrix has a negative eigenvalue. Should one clip it and continue, or stop and look for a fault?

The result below settles this. If the cluster self-energy is causal and the lattice average is formed as in CDMFT, using that same self-energy throughout, the exact hybridization has no negative spectral eigenvalue. One beyond rounding error therefore signals a fault. It may lie in the self-energy, in the average, in combining quantities from different cycles, or in a numerical continuation from the imaginary axis.

## Conventions

For a square matrix $X$ define
$$\operatorname{Im}X=\frac{X-X^\dagger}{2i},\qquad v^\dagger(\operatorname{Im}X)v=\operatorname{Im}(v^\dagger Xv).$$
This is the anti-Hermitian part, not the imaginary part of each element. A matrix function is called causal here if it is analytic for $\operatorname{Im}z>0$ and has $\operatorname{Im}X(z)\le0$ there, meaning that no eigenvalue of $\operatorname{Im}X$ is positive. I set $\hbar=1$ and treat a state without magnetic order or pairing, so one spin suffices.

One piece of algebra is used three times. Solve
$$\begin{pmatrix}a&b\\c&d\end{pmatrix}\begin{pmatrix}x\\y\end{pmatrix}=\begin{pmatrix}f\\0\end{pmatrix}.$$
The second row gives $y=-d^{-1}cx$, and the first becomes $(a-bd^{-1}c)x=f$. The upper left block of the inverse matrix is therefore $(a-bd^{-1}c)^{-1}$. Call this block inversion.

## The superlattice

Tile the Hubbard lattice with identical clusters of $n$ sites. Cells are labelled $R$, sites within a cell $i,j$:
$$H=\sum_{RR'ij\sigma}t_{ij}(R-R')\,c^\dagger_{Ri\sigma}c_{R'j\sigma}+U\sum_{Ri}n_{Ri\uparrow}n_{Ri\downarrow}.$$
The signs of the hopping amplitudes are contained in $t_{ij}$. With superlattice momentum $K$,
$$t(K)=\sum_R t(R)e^{-iK\cdot R},\qquad t_c\equiv t(R=0)=\langle t(K)\rangle_K ,$$
because averaging over $K$ removes every term with $R\neq0$. Each $t(K)$ is a Hermitian $n\times n$ matrix.

## DMFT with a cell as the site

The skeleton series writes the self-energy as a sum of connected diagrams in which interaction points are joined by full propagators. The approximation is to drop every propagator that joins different cells. Since $U$ acts at a single site and each diagram is connected, all its interaction points then lie in one cell:
$$\Sigma_{RR'}(z)=\delta_{RR'}\,\Sigma(z),\qquad \Sigma=\mathcal S[G],$$
where $G$ is the intracell block of the lattice Green's function. Both are $n\times n$ matrices. For $n=1$ this is single-site DMFT.

With a self-energy that is the same in each cell, Dyson's equation is diagonal in $K$:
$$G(z)=\big\langle[z+\mu-t(K)-\Sigma(z)]^{-1}\big\rangle_K. \tag{1}$$

To sum the series, take one cluster with the same interaction and couple it to noninteracting levels $e_p$ with amplitudes $V_{ip}$. The self-energy lives on the cluster, since only there is an interaction. Block inversion eliminates the bath:
$$G_{\rm imp}^{-1}=z+\mu-t_c-\Sigma_{\rm imp}-\Delta,\qquad \Delta_{ij}(z)=\sum_p\frac{V_{ip}V_{jp}^*}{z-e_p}. \tag{2}$$
The propagators between interaction points are now elements of $G_{\rm imp}$, and the diagrams are those of $\mathcal S$. If the bath is chosen so that $G_{\rm imp}=G$, then $\Sigma_{\rm imp}=\mathcal S[G]=\Sigma$. Equation (2) then fixes the hybridization:
$$\boxed{\Delta(z)=z+\mu-t_c-\Sigma(z)-G(z)^{-1}} \tag{3}$$

The skeleton series is formal; where it admits more than one solution, the impurity model defines which is meant. The approximation also treats bonds unequally: a bond inside a cell can carry a self-energy, an equivalent bond between cells cannot.

## What the hybridization describes

Write the inverse lattice Green's function in real space and single out cell 0. Its diagonal block is
$$A(z)=z+\mu-t_c-\Sigma(z),$$
and its coupling to the other cells is $-T$, with $T$ the hopping from them into cell 0. Block inversion gives $G^{-1}=A-T\,G_{\rm cav}T^\dagger$. Comparison with (3) yields
$$\Delta(z)=T\,G_{\rm cav}(z)\,T^\dagger. \tag{4}$$
Here $G_{\rm cav}$ belongs to the lattice with cell 0 removed and $\Sigma$ kept in all other cells. An electron leaves the cluster, moves through this medium and returns.

## Proof of the sign

Assume that $\Sigma$ is causal and take $\operatorname{Im}z>0$. Let $\delta_K=t(K)-t_c$ and
$$S\equiv\operatorname{Im}A=\operatorname{Im}z-\operatorname{Im}\Sigma\;\ge\;\operatorname{Im}z>0 .$$

**The inverses exist.** If $\operatorname{Im}X$ is positive or negative definite and $Xv=0$, then $v^\dagger(\operatorname{Im}X)v=\operatorname{Im}(v^\dagger Xv)=0$, so $v=0$. Since $\delta_K$ is Hermitian, $\operatorname{Im}(A-\delta_K)=S>0$, and $G_K=(A-\delta_K)^{-1}$ exists. For any invertible $X$,
$$\operatorname{Im}X^{-1}=\frac{X^{-1}-X^{-\dagger}}{2i}=X^{-\dagger}\,\frac{X^\dagger-X}{2i}\,X^{-1}=-X^{-\dagger}(\operatorname{Im}X)X^{-1}. \tag{5}$$
Applied to $X=A-\delta_K$ and averaged, this gives
$$\operatorname{Im}G=-\langle G_K^\dagger S\,G_K\rangle_K<0 .$$
So $G$ is invertible too, and $\Delta$ is analytic in the upper half-plane.

**The square.** Define $F_K=G_KG^{-1}$. Since $\langle G_K\rangle_K=G$, we have $\langle F_K\rangle_K=1$. Equation (5) with $X=G$ gives
$$\operatorname{Im}G^{-1}=-G^{-\dagger}(\operatorname{Im}G)G^{-1}=\langle F_K^\dagger SF_K\rangle_K .$$
From (3), $-\operatorname{Im}\Delta=\operatorname{Im}G^{-1}-S$. On the other hand,
$$\langle(F_K-1)^\dagger S(F_K-1)\rangle_K=\langle F_K^\dagger SF_K\rangle_K-S-S+S ,$$
where the two terms linear in $F_K$ were averaged with $\langle F_K\rangle_K=1$. Therefore
$$\boxed{-\operatorname{Im}\Delta(z)=\big\langle(F_K-1)^\dagger S\,(F_K-1)\big\rangle_K\ge0} \tag{6}$$

The sign thus comes from a variance over $K$. The proof holds for a finite $K$ grid as well, provided that its weights are positive and add up to one. A coarse grid may be inaccurate, but it does not spoil causality. The steps below also use $\langle\delta_K\rangle_K=0$, so on a finite grid $t_c$ must be taken as the grid average of $t(K)$; otherwise $\Delta$ tends to the Hermitian constant $\langle\delta_K\rangle_K$ at large $z$ instead of decaying.

**When an eigenvalue vanishes.** Equality for a vector $v$ requires $F_Kv=v$ for all $K$. Multiplying by $G_K^{-1}$ gives $G^{-1}v=(A-\delta_K)v$, hence $\delta_Kv=\Delta v$. The average over $K$ gives $\Delta v=0$, so $\delta_Kv=0$. When $K$ runs over the whole superlattice zone, each Fourier component $t(R)v$ with $R\neq0$ must vanish, so such a combination of cluster orbitals has no hopping out of the cell. On a coarse grid only the sampled $K$ are constrained, and hops to different cells can cancel at those points. In a large cluster with short-range hopping, interior sites are of this kind and need no bath.

## From the sign to a bath

Assume further that $\Sigma(z)$ tends to a Hermitian constant as $|z|\to\infty$ in each half-plane $\operatorname{Im}z\ge\eta>0$. Then $A=z+O(1)$. Expand $G_K$ in $\delta_K$ and use $\langle\delta_K\rangle_K=0$:
$$G=A^{-1}+A^{-1}\langle\delta_KA^{-1}\delta_K\rangle_K A^{-1}+O(z^{-4}).$$
Inverting, $G^{-1}=A-\langle\delta_KA^{-1}\delta_K\rangle_K+O(z^{-2})$, and so
$$\Delta(z)=\frac Mz+O(z^{-2}),\qquad M=\langle\delta_K^2\rangle_K=TT^\dagger . \tag{7}$$
The last form follows from (4), because $G_{\rm cav}\to1/z$.

Now let $f(z)=\Delta(z+i\eta)$. It is analytic for $\operatorname{Im}z\ge0$ and falls off as $1/|z|$, so contours can be closed in the upper half-plane. For $\operatorname{Im}z>0$, Cauchy's theorem gives
$$f(z)=\frac1{2\pi i}\int\frac{f(\omega)}{\omega-z}\,d\omega,\qquad 0=\int\frac{f(\omega)}{\omega-z^*}\,d\omega .$$
The second integral vanishes because $z^*$ lies outside the contour. Its Hermitian conjugate is $0=\int f(\omega)^\dagger/(\omega-z)\,d\omega$. Subtracting this, with the factor $1/2\pi i$, from the first gives
$$\Delta(z+i\eta)=\int\frac{\Gamma_\eta(\omega)}{z-\omega}\,d\omega,\qquad \Gamma_\eta(\omega)=-\frac1\pi\operatorname{Im}\Delta(\omega+i\eta)\ge0. \tag{8}$$

By (7), $\Gamma_\eta=O(\omega^{-2})$, since $M/\omega$ is Hermitian on the real axis. Setting $z=iy$, multiplying by $iy$ and letting $y\to\infty$ gives $\int\Gamma_\eta\,d\omega=M$ for every $\eta$. Positive measures of bounded weight have a convergent subsequence as $\eta\to0$ (Helly's theorem), tested against continuous functions that vanish at infinity. The function $1/(z-\omega)$ is one of these, so
$$\Delta(z)=\int\frac{d\Gamma(\omega)}{z-\omega},\qquad d\Gamma\ge0,\qquad\int d\Gamma=M .$$
The total weight follows again from $iy\,\Delta(iy)\to M$, so none is lost in the limit.

Cut the frequency axis into small intervals. The weight in each is a positive semidefinite matrix and can be written as a sum of terms $V_{ip}V_{jp}^*$. Placing each weight at an energy inside its interval gives the form (2), a bath with a Hermitian Hamiltonian. For $\operatorname{Im}z>0$ its hybridization approaches $\Delta(z)$ as the intervals shrink. Its total weight is known from the hopping alone, whatever the interaction.

## The solver returns a causal self-energy

The proof assumed a causal $\Sigma$. An exact solution of the impurity model supplies one. Let $\mathcal K=H_{\rm imp}-\mu N$, with the cluster's $-\mu$ included in the one-body matrix $h$ and bath energies measured from $\mu$. For operators define
$$(X,Y)=\langle\{X^\dagger,Y\}\rangle,\qquad LX=[\mathcal K,X],$$
in a thermal or ground state. Then $(X,X)\ge0$; operators of zero norm are counted as zero. Also
$$(X,LY)-(LX,Y)=\langle[\mathcal K,\{X^\dagger,Y\}]\rangle=0,$$
because the state commutes with $\mathcal K$. So $L$ is self-adjoint. Moving the time dependence onto $c_b^\dagger$ in the retarded function gives
$$G_{ab}(z)=-i\int_0^\infty\!dt\,e^{izt}(c_a^\dagger,e^{-iLt}c_b^\dagger)=\big(c_a^\dagger,(z-L)^{-1}c_b^\dagger\big).$$

Here $a,b$ run over cluster and bath orbitals. The $c_a^\dagger$ are orthonormal, since $\{c_a,c_b^\dagger\}=\delta_{ab}$. Let $P$ project onto their span and $Q=1-P$. For spin up on a cluster site,
$$Lc_i^\dagger=\sum_ah_{ai}c_a^\dagger+U n_{i\downarrow}c_i^\dagger .$$
The projection of the last term is $U\langle n_{i\downarrow}\rangle c_i^\dagger$, which leaves
$$QLc_i^\dagger=U(n_{i\downarrow}-\langle n_{i\downarrow}\rangle)c_i^\dagger .$$
For a bath orbital there is no interaction term and $QLc_b^\dagger=0$. Block inversion and $G^{-1}=z-h-\Sigma$ then give, on the cluster,
$$\Sigma_{ij}(z)=U\langle n_{i\downarrow}\rangle\delta_{ij}+\big(QLc_i^\dagger,(z-QLQ)^{-1}QLc_j^\dagger\big), \tag{9}$$
and zero on the bath. By (5) the resolvent has a negative anti-Hermitian part, so $\Sigma$ is causal. At large $z$ the second term is $W/z$ with
$$W_{ij}=\delta_{ij}U^2\langle n_{i\downarrow}\rangle(1-\langle n_{i\downarrow}\rangle),$$
which is $U^2/4$ at half filling. Both assumptions on $\Sigma$ are met.

A loop started from a causal $\Sigma$, such as $\Sigma=0$, therefore stays causal if the solver is exact for the bath it receives. Replacing $\Delta$ by a few levels with real energies preserves this. Nothing here shows that the loop converges or that its solution is unique.

## Where the proof stops

The step to (6) needs the same $S$ for all $K$. Suppose instead that a self-energy $\Sigma_K$ enters the average (1), and its mean is subtracted in (3). Then
$$-\operatorname{Im}\Delta=\langle F_K^\dagger S_KF_K\rangle_K-\langle S_K\rangle_K,$$
which is no longer a square.

One orbital and two momenta suffice to show the damage. Take energies $\pm1$, $\Sigma_1=3/(z+i)$ and $\Sigma_2=0$, both causal. With $a_K=z-\varepsilon_K-\Sigma_K$,
$$\Delta=\frac{a_1+a_2}2-\frac{2a_1a_2}{a_1+a_2}=\frac{(a_1-a_2)^2}{2(a_1+a_2)} .$$
At $z=0.1i$ we have $\Sigma_1=-2.727i$, $a_1=-1+2.827i$ and $a_2=1+0.1i$. The result is $\Delta=-1.863+0.587i$, with the forbidden sign. Making the cluster self-energy translation invariant and feeding it back in this way is a scheme outside the theorem.

Noise, truncation or an approximate solver can also violate the assumption on $\Sigma$. One should then test $-\operatorname{Im}\Sigma$ first.

## Worked example: a chain of two-site clusters

Take the half-filled Hubbard chain at zero temperature with nearest-neighbour hopping element $-t$, $U=4t$ and $\mu=U/2=2t$. Energies are in units of $t$. Between cells,
$$\delta_K=-\begin{pmatrix}0&e^{-iK}\\e^{iK}&0\end{pmatrix},\qquad M=\delta_K^2=\begin{pmatrix}1&0\\0&1\end{pmatrix}.$$

Removing a cell cuts the chain into two halves. Site 1 couples to one half and site 2 to the other, so (4) gives $\Delta_{12}=0$; reflection gives $\Delta_{11}=\Delta_{22}$. The particle–hole transformation $c_j\to(-1)^jc_j^\dagger$ implies $\Delta_{11}(-z)=-\Delta_{11}(z)$, so bath levels away from zero energy come in pairs $\pm\varepsilon$ with equal coupling strengths; only a level at zero can be unpaired. With one pair per site and no level at zero, the weight rule requires $2V^2=1$, or $V=0.7071$, and
$$\Delta^{\rm bath}_{11}(z)=\frac{z}{z^2-\varepsilon^2}.$$
The remaining parameter is fitted to (3) on an imaginary-frequency grid, with squared deviations weighted by $1/\omega_n$. On the grid $\omega_n=(2n+1)\pi/50$, $n=0,\dots,79$, self-consistency gives $\varepsilon=1.410$. Changing the grid spacing moves this by about $0.001$, but the weight matters more: equal weights give $\varepsilon=1.54$.

At $z=i$ exact diagonalization of the impurity gives $\Sigma_{11}-2=-0.3854i$ and $\Sigma_{12}=-0.7239$. Hence
$$A_{11}=i+0.3854i=1.3854i,\qquad A_{12}=1+0.7239=1.7239 .$$
The $K$ average gives $G_{11}=-0.2900i$ and $G_{12}=0.2932$. Inverting this matrix gives $(G^{-1})_{11}=1.7050i$ and $(G^{-1})_{12}=1.7239$. By (3),
$$\Delta_{11}=1.3854i-1.7050i\approx-0.320i,\qquad\Delta_{12}=0 ,$$
the latter to rounding error. The sign is the causal one.

The fitted bath gives $-i/(1+\varepsilon^2)=-0.3345i$, about 5% larger in magnitude than the lattice value. One pair of levels per site cannot match the lattice function at every frequency; fitting $V$ as well, which gives up the weight rule, leaves a deviation of the same size at $z=i$. On the fit grid, elements of $G_{\rm imp}$ and $G$ differ by at most $0.0054/t$, so the CDMFT condition is met approximately.

At a distance $0.1t$ above the real axis, the spectral density of $\Delta_{11}$ is $0.0195t$ at $\omega=0$ and $0.271t$ at $\omega=t$. The first number includes the broadening and by itself does not decide whether there is a gap. The smallest eigenvalue on the frequency grid is about $10^{-3}t$, which is positive as (6) requires.

The double occupancy is 0.107 per site (0.105 with equal fit weights or with $V$ fitted as well), against 0.073 for the isolated dimer with the same $t$ and $U$. The bath therefore matters for this quantity, although the comparison does not measure the error of the two-site approximation.

A diagonal $\Delta$ is not general; it arises here because removing the cell disconnects the outside neighbours of the two sites. For $2\times2$ plaquettes on the square lattice with diagonal hopping element $+0.3t$ (written $-t'$ with $t'=-0.3t$ in the program), each site has two nearest and three diagonal neighbours outside its cell. So $M_{11}=2+3(0.3)^2=2.27$ in units of $t^2$. Adjacent cluster sites share two outside neighbours, each reached by one hop $-t$ and one hop $+0.3t$, which gives $M_{12}=-0.60$. A bath coupled to each site separately cannot reproduce this element. The numerical check uses this lattice, with a random causal self-energy, to test (4), (6), (8) and the weight rule $\int\Gamma_\eta\,d\omega=\langle\delta_K^2\rangle_K$ that follows from (7) and (8).

## Table of computed values

```
PLAQUETTE LATTICE, random causal self-energy (energies in t)
superlattice cells: 16, diagonal hopping t' = -0.3
cavity formula, largest deviation: 2.8e-15 t
square identity, largest deviation: 1.5e-13 t
smallest eigenvalue of -Im Delta: 1.117e-03 t
weight matrix, diagonal element: 2.2700 t^2
weight matrix, element 12: -0.6000 t^2
weight by quadrature, deviation: 2.0e-12 t^2
Delta rebuilt from spectrum, deviation: 2.8e-15 t
TWO MOMENTA, K-dependent self-energy, z = 0.1 i
Sigma_1 = 0.0000-2.7273j, Sigma_2 = 0.0000+0.0000j
Delta = -1.8634+0.5872j (positive imaginary part)
HUBBARD CHAIN, two-site clusters, half filling
t = 1.0, U = 4.0 t, mu = 2.0 t, K points = 256
fit grid: 80 points, 0.0628 to 9.9903 t
second-order skeleton at U = 0.05 t, relative deviation: 2.4e-05
iterations: 22
bath energy eps: 1.4104 t
bath coupling V: 0.7071 t
weight of Delta_11: 1.0000 t^2
self-energy weight, site 1: 4.000 t^2
largest self-energy element on bath: 8.1e-14 t
smallest eigenvalue of -Im Sigma: 2.386e-02 t
values at z = i t:
  Sigma_11 - U/2 = 0.0000-0.3854j t
  Sigma_12 = -0.7239+0.0000j t
  A_11 = -0.0000+1.3854j t, A_12 = 1.7239-0.0000j t
  G_11 = 0.0000-0.2900j /t, G_12 = 0.2932-0.0000j /t
  (G^-1)_11 = -0.0000+1.7050j t, (G^-1)_12 = 1.7239-0.0000j t
  Delta_11 = -0.0000-0.3197j t
  |Delta_12| = 4.5e-16 t
  two-level bath Delta_11 = -0.0000-0.3345j t
  impurity G_11 = 0.0000-0.2900j /t, G_12 = 0.2907-0.0000j /t
  half-chain recursion, deviation: 2.3e-15 t
spectral density of Delta_11, broadening 0.1 t:
  omega = 0.0 t: 0.0195 t
  omega = 1.0 t: 0.2706 t
  omega = 2.0 t: 0.0461 t
  omega = 3.0 t: 0.1255 t
  omega = 4.0 t: 0.0637 t
smallest eigenvalue of this density: 9.623e-04 t
largest |G_imp - G| on fit grid: 0.0054 /t
double occupancy, CDMFT: 0.1072 per site
double occupancy, isolated dimer: 0.0732 per site
```
